\section*{PAW local orbitals with the largest weight in an energy window, part 2}

We seek the orbital inside an augmentation sphere of radius $R$ that captures the most weight from the Kohn--Sham states in an energy window. Hartree atomic units are used, for one channel $(l,m)$, with radial scalar product $\langle f|g\rangle=\int_0^R f^*(r)\,g(r)\,dr$. State $\nu$ has energy $E_\nu$, $k$-point weight $w_\nu$ and in-sphere part $\psi_\nu$. With $K=\sum_\nu w_\nu|\psi_\nu\rangle\langle\psi_\nu|$, eigenvalues $\Lambda_1\ge\Lambda_2\ge\dots$, a unit orbital $\chi$ captures $W[\chi]=\langle\chi|K|\chi\rangle\le1$ of the total $T=\operatorname{tr}K$, which may exceed one.

Partial waves $\phi_n$, pseudo waves $\tilde\phi_n$ and projectors $\tilde p_n$, with $\langle\tilde p_n|\tilde\phi_{n'}\rangle=\delta_{nn'}$ and $G_{in}=\langle\tilde p_i|\phi_n\rangle$, give
\begin{equation}
c=G^{-1}\langle\tilde p|\psi\rangle,\qquad \psi=\bar\psi+r,\qquad \bar\psi=\sum_n\phi_nc_n,\qquad\langle\tilde p_i|r\rangle=0 .
\label{oblique}
\end{equation}
Let $O_{nn'}=\langle\phi_n|\phi_{n'}\rangle$ and $\rho_{nn'}=\sum_\nu w_\nu\,c_{n\nu}c^*_{n'\nu}$. The weight $\bar W$, computed from $\bar\psi_\nu$, has maximum $\lambda_1$, reached by $\chi_1$, where $\chi_i=\sum_n(a_i)_n\phi_n$ and
\begin{equation}
O\rho O\,a_i=\lambda_iO\,a_i,\qquad \rho O\,a_i=\lambda_ia_i .
\label{gen}
\end{equation}
For two partial waves, with $\cos^2\theta=|\langle\chi_1|\chi\rangle|^2$,
\begin{equation}
\bar W=\lambda_1-(\lambda_1-\lambda_2)\sin^2\theta .
\label{angle}
\end{equation}
If they are normalized and the matrices real,
\begin{equation}
\bar W[\phi_1]=(O\rho O)_{11}=\rho_{11}+2O_{12}\rho_{12}+O_{12}^2\rho_{22}.
\label{w1}
\end{equation}
Also $|\lambda_1-\Lambda_1|\le\eta=\sum_\nu w_\nu(2\|\psi_\nu\|\|r_\nu\|+\|r_\nu\|^2)$. Under $\phi\to\phi A$, $\rho\to A^{-1}\rho A^{-\dagger}$, while $\lambda_i$ and $\chi_i$ are unchanged.

For a local, spherical, state-independent potential equal to the reference potential, $\psi_\nu\propto u(E_\nu)$, with $u$ real and normalized. A dot denotes $\partial/\partial E$; $N=\langle\dot u|\dot u\rangle$, $s_\nu=w_\nu\|\psi_\nu\|^2/T$, $\bar E=\sum_\nu s_\nu E_\nu$, $\sigma^2=\sum_\nu s_\nu(E_\nu-\bar E)^2$. With $\delta=E-E_0$,
\begin{equation}
1-\langle u(E_0)|u(E)\rangle^2=N\delta^2+\tfrac12\dot N\delta^3+O(\delta^4)=N\!\left(E_0+\tfrac\delta2\right)\delta^2+O(\delta^4).
\label{pair}
\end{equation}
With $\delta$ now the largest energy offset and $N$ taken at $\bar E$,
\begin{equation}
1-\frac{W[u(E_0)]}{T}=N\big[\sigma^2+(E_0-\bar E)^2\big]+O(\delta^3).
\label{law1}
\end{equation}
\begin{equation}
\frac{\Lambda_1-W[u(\bar E)]}T=O(\delta^4),\qquad 1-\frac{\Lambda_1}T=N\sigma^2+O(\delta^3).
\label{law2}
\end{equation}
A slightly different reference potential gives $\phi'=u(E_0)+\gamma\dot u+\xi$, with $\xi$ orthogonal to $u$ and $\dot u$, and
\begin{equation}
1-\frac{W[\phi']}T\simeq\|\xi\|^2+N\big[\sigma^2+(E_0+\gamma-\bar E)^2\big].
\label{mismatch}
\end{equation}

\section{The model}

The channel is $l=2$, with centrifugal term $l(l+1)/2r^2=3/r^2$. A metal well $-15\,e^{-r^2}$ Ha ($r$ in bohr) sits in a sphere of $R=2.5$ bohr. A ligand shell $-V_1\cos^2[\pi(r-3.7)/2.4]$ acts for $|r-3.7|<1.2$ bohr, wholly outside the sphere, and a hard wall stands at 12 bohr. The depth $V_1=1.8+0.15\cos k$ Ha, at 12 equally weighted values of $k$, imitates ligand dispersion; $k$ is a label of the surroundings and not a Bloch vector. Each Hamiltonian is diagonalized by finite differences with step 0.005 bohr; the grid error can move the fourth decimal of the weights quoted below by one unit. The well alone has its level at $\epsilon_1=-0.4389$ Ha. The lowest band, called p for its ligand character although its angular momentum about the metal is $l=2$, spans $-0.7039$ to $-0.5392$ Ha; the second, d, spans $-0.4185$ to $-0.3891$ Ha; the third starts at $0.1297$ Ha. The windows are p, d and their union pd.

The partial waves are $\phi_1=u(\epsilon_1)$ and $\phi_2=u(\epsilon_1+0.3\ \text{Ha})$, with $O_{12}=0.8440$. The pseudo waves are combinations of $r^3,r^5,r^7$ matched in value, slope and curvature at $R$. The projectors are $\tilde p_i=\sum_jg\tilde\phi_j(B^{-1})_{ji}$ with $g=(1-(r/R)^4)^2$ and $B_{kj}=\langle\tilde\phi_k|g|\tilde\phi_j\rangle$, so that $\langle\tilde\phi_k|\tilde p_i\rangle=(BB^{-1})_{ki}=\delta_{ki}$. The coefficients come from the all-electron states through Eq.~(\ref{oblique}); errors that a PAW Hamiltonian would add to the states themselves are absent. At the atomic level $N=3.60$ Ha$^{-2}$, so $N^{-1/2}=0.527$ Ha $=14.3$ eV. The numerical check supplies all numbers. It asserts, among other checks, that an independent integration of the radial equation reproduces the in-sphere shape of one state per band, that direct maximization of $\bar W$ by quadrature returns $\lambda_1$ for real and for complex coefficients, and that random orbitals and orthonormal pairs respect $\Lambda_1$ and $\Lambda_1+\Lambda_2$.

\subsection*{The eigenproblem for window p}

With $\rho_{11}=0.3042$, $\rho_{12}=-0.1057$, $\rho_{22}=0.0386$,
\begin{align}
(\rho O)_{11}&=0.3042-0.1057\times0.8440=0.2150,\\
(\rho O)_{12}&=0.3042\times0.8440-0.1057=0.1510,\\
(\rho O)_{22}&=-0.1057\times0.8440+0.0386=-0.0506,\\
\det\rho O&=(0.3042\times0.0386-0.1057^2)(1-0.8440^2)=1.6\times10^{-4}.
\end{align}
Half the trace is $0.0822$, so $\lambda_1=0.0822+\sqrt{0.0822^2-0.00016}=0.1634$ and $\lambda_2=0.0010$. The first row of Eq.~(\ref{gen}) gives $a_2/a_1=(0.1634-0.2150)/0.1510=-0.342$. Equation~(\ref{w1}) gives $\bar W[\phi_1]=0.3042-0.1784+0.0275=0.1533$, and Eq.~(\ref{angle}) with $\sin^2\theta=0.0622$ gives $0.1634-0.1624\times0.0622=0.1533$ as well. The diagonal element $\rho_{11}$ is 1.8 times the total $T=0.1671$, and it drops to $0.2097$ when $\phi_2$ is placed $0.6$ Ha above $\epsilon_1$, although $\phi_1$ is untouched. The trend follows from linearizing in energy: with offset $\Delta$, $\phi_2\approx\phi_1+\Delta\dot u$ gives $u(E)\approx(1-x)\phi_1+x\phi_2$, $x=(E-\epsilon_1)/\Delta$. Below $\epsilon_1$ one has $x<0$, so $c_1$ is inflated and $c_2/c_1$ is negative, the more so the smaller $\Delta$. This fixes signs only, since $\sqrt N\Delta$ is not small here.

\subsection*{Weights on the exact states}

\begin{center}
\begin{tabular}{lccc}
 & p & d & pd\\
$T$ & 0.1671 & 0.8353 & 1.0025\\
$\bar E-\epsilon_1$ (Ha) & $-0.1501$ & 0.0314 & 0.0011\\
$\sigma$ (Ha) & 0.0531 & 0.0101 & 0.0716\\
$N(\bar E)$ (Ha$^{-2}$) & 2.567 & 3.733 & 3.607\\
$\Lambda_1$ & 0.1660 & 0.8350 & 0.9871\\
$\Lambda_2$ & 0.0011 & 0.0003 & 0.0154\\
$W[\phi_1]$ & 0.1550 & 0.8320 & 0.9871\\
$W[\phi_2]$ & 0.0767 & 0.6389 & 0.7157\\
$W[\chi_1]$ & 0.1660 & 0.8350 & 0.9871
\end{tabular}
\end{center}

The quality of one and the same wave depends on the window. In p, whose centroid lies $4.1$ eV below $\epsilon_1$, $\phi_1$ reaches $0.934$ of $\Lambda_1$; in d ($0.85$ eV above) it reaches $0.996$; in pd the contributions from below and above balance to $0.03$ eV and $\phi_1$ is optimal to the digits shown. In these three windows the bound-state wave is not badly off: its worst loss is 7\% of $T$. The wave $\phi_2$ is poor in all three, losing $1-0.0767/0.1671=54\%$ of $T$ in p, $1-0.6389/0.8353=24\%$ in d and $1-0.7157/1.0025=29\%$ in pd. The eigenvector reaches $0.9997$ of $\Lambda_1$ in p and $1.0000$ in d and pd, to four decimals, and $u(\bar E)$ matches $\Lambda_1$ to four decimals.

Equation~(\ref{law1}) predicts for $\phi_1$ the losses $2.567\,(0.0531^2+0.1501^2)=0.065$ in p, $3.733\,(0.0101^2+0.0314^2)=0.0041$ in d and $3.607\times0.0716^2=0.0185$ in pd, against computed $0.072$, $0.0040$ and $0.0154$. Relative to the computed loss the law is 10\% low in p and 20\% high in pd. The signs agree with Eq.~(\ref{pair}), which asks for $N$ midway between $\epsilon_1$ and $E_\nu$, provided $N$ rises monotonically from $2.57$ to $3.60$ Ha$^{-2}$ between the p centroid and $\epsilon_1$. In p the law uses the lower end value and falls short. In pd it uses the upper one, while the p states supply about $0.167\,(0.0531^2+0.151^2)=0.0043$ Ha$^2$ of $\sigma^2=0.0051$ Ha$^2$, and it overshoots. The sizes also contain quartic terms that are not separated here. The orders are tested by shrinking all offsets about $\bar E$ at fixed $s_\nu$: in p the deviation from Eq.~(\ref{law1}), relative to the law, goes from $6.6\times10^{-3}$ to $3.3\times10^{-3}$ when the scale is halved from $0.04$ to $0.02$, and that from Eq.~(\ref{law2}) from $2.9\times10^{-3}$ to $1.5\times10^{-3}$, as cubic remainders require. The deficit $\Lambda_1-W[u(\bar E)]$ in pd falls by $18.1$ on halving the scale from $0.1$, near the value $16$ of a pure fourth power.

\subsection*{Eigenvalues, raw $\rho$ and the reference potential}

The PAW eigenvalue is less accurate than the orbital it selects. In p the weighted remainder is $3.9\times10^{-4}$ of $T$, an amplitude of 2\%; $\lambda_1=0.1634$ lies $0.0026$, or 1.6\%, below $\Lambda_1$, inside the bound $\eta=0.0061$, while $\chi_1$ loses about $3\times10^{-4}$ of $\Lambda_1$. In d, $\lambda_1=0.8361$ exceeds the total $T=0.8353$. This is possible because $\|\bar\psi\|^2=\|\psi\|^2-2\operatorname{Re}\langle\psi|r\rangle+\|r\|^2$ and an oblique projection allows $\langle\psi|r\rangle<0$.

The leading eigenvector of $\rho$ itself does well in p and d, where the two columns of $\rho$ are nearly parallel: it gives $0.1634$ and $0.8361$, and $0.1633$ and $0.8361$ after the rescaling $\phi_2\to\phi_2/20$. In pd it gives $0.9861$ against $\lambda_1=0.9867$, and $0.304$ after the rescaling. A small $\lambda_2/\lambda_1$ is no guarantee that the eigenvector of $\rho$ is safe, since the ratio is only 1.4\% in pd. For $\phi_2\to\phi_2/s$, $A=\operatorname{diag}(1,1/s)$, the leading eigenvector $v$ of $A^{-1}\rho A^{-1}$ with eigenvalue $\mu$ gives $a=Av=\rho\,(v_1,\,sv_2)^T/\mu$, a combination of the columns of $\rho$ in which $v_2/v_1$ has the sign of $\rho_{12}$. Hence $a_2/a_1$ lies between $\rho_{12}/\rho_{11}$ and $\rho_{22}/\rho_{12}$ for every $s>0$. This interval is $-0.35$ to $-0.37$ in p (optimum $-0.34$) and $0.12$ to $0.14$ in d (optimum $0.12$), but $-0.02$ to $-2.1$ in pd (optimum $0.02$). There $\rho_{11}=0.9912$, $\rho_{12}=-0.0237$, $\rho_{22}=0.0497$ become $0.9912$, $-0.474$, $19.88$; the leading eigenvalue is $19.88+0.474^2/18.89=19.89$, the eigenvector is $(-0.474/18.90,\,1)=(-0.0251,\,1)$, and in the original waves $a\propto(-0.0251,\,0.05)\propto(-0.502,\,1)$. Then $Oa=(0.342,\,0.576)$, $a^\dagger Oa=0.405$, $a^\dagger O\rho Oa=0.123$ and $\bar W=0.304$. For large rescaling the orbital tends to $\rho_{12}\phi_1+\rho_{22}\phi_2=\sum_\nu w_\nu c_{2\nu}^*\bar\psi_\nu$, an average of the states weighted by $c_2$. The two bands contribute to $\rho_{12}$ with opposite signs, $-0.1057+0.0820=-0.0237$. This sum is negative and, since $\phi_1$ and $\phi_2$ overlap strongly, it takes out of $\phi_2$ much of the part that overlaps with the states. The weight $\bar W$ therefore falls even below that of $\phi_2$ alone, about $0.72$ in this window. The eigenvalue and the orbital obtained from Eq.~(\ref{gen}) are unchanged by the rescaling.

Treating the p and d kernels as two channels, a common radial function captures $0.9871$ and separate ones $1.0011$. The latter sum involves two different orbitals and is not subject to $W\le1$.

A dataset from a $14$ Ha well, with level $-0.1438$ Ha and the same offset for its second wave, gives $W[\phi_1']=0.8192$ in d and $0.9789$ in pd, both below the matched values. The best orbital in its span captures $0.8336$ and $0.9853$, and the PAW eigenvector $0.8334$ and $0.9850$. In p the mismatched wave is better than the matched one, $0.1597$ against $0.1550$. By Eq.~(\ref{mismatch}) the change in loss is $\|\xi\|^2+N[\gamma^2-2\gamma(\bar E-\epsilon_1)]$, which can be negative only if $\gamma$ has the sign of $\bar E-\epsilon_1$; at that order $\gamma<0$, which also implies the deterioration in d.

Window p shows the limit of the criterion. Its leading orbital holds 99\% of the in-sphere weight, yet that weight is $0.166$ of a state; the remaining $1-T=0.83$ of each p state, on average, lies outside the sphere. The leading eigenvector of $K$ captures as much as a single orbital can of the weight that the window puts into the sphere, and a ratio $\Lambda_1/T$ close to one states only that one radial function suffices to describe that weight. Whether that function is the one on which the interaction should act depends on the choice of window, of $R$ and of the channel, which enter $K$ as inputs.

\section*{Computed values}
\begin{verbatim}
well depth 15.0 Ha (mismatched ref 14.0 Ha), width 1 bohr, R 2.5 bohr
shell r0 3.7 bohr, half-width 1.2 bohr, depth 1.8+0.15cos k Ha, nk 12
wall 12.0 bohr, grid 0.005 bohr; phi2 offset 0.3 Ha (alt 0.6 Ha)
atomic level e1 -0.4389 Ha; mismatched ref level -0.1438 Ha
band p: -0.7039 to -0.5392 Ha
band d: -0.4185 to -0.3891 Ha
band third: 0.1297 to 0.1319 Ha
overlap O12 0.8440 (alt 0.5688), dimensionless
N(e1) 3.601 Ha^-2; N^-1/2 0.5270 Ha = 14.34 eV
all weights below are dimensionless (states per orbital and spin)
[p] T 0.1671, Ebar -0.5890 Ha, Ebar-e1 -0.1501 Ha, sigma 0.0531 Ha, N 2.567 Ha^-2
[p] exact kernel lam1 0.1660, lam2 0.00111, lam3 2.72e-08
[p] rho11 0.3042, rho12 -0.1057, rho22 0.0386; a2/a1 -0.3416
[p] PAW lam1 0.1634, lam2 0.00101, sin^2(phi1,chi) 0.0622
[p] remainder |r|^2/T 3.91e-04, Weyl bound 0.0061
[p] exact-state W: phi1 0.1550, phi2 0.0767, chi_opt 0.1660, u(Ebar) 0.1660
[p] loss phi1 0.0724 (law 0.0650); best 0.0067 (law 0.0072)
[p] raw-rho eigenvector W 0.1634, after phi2 -> phi2/20 0.1633
[p] sum w c1^2 0.3042, with alt phi2 0.2097
[p] mismatched ref W: phi1 0.1597, PAW chi 0.1654, best in span 0.1655
[d] T 0.8353, Ebar -0.4076 Ha, Ebar-e1 0.0314 Ha, sigma 0.0101 Ha, N 3.733 Ha^-2
[d] exact kernel lam1 0.8350, lam2 0.00032, lam3 2.44e-10
[d] rho11 0.6870, rho12 0.0820, rho22 0.0111; a2/a1 0.1208
[d] PAW lam1 0.8361, lam2 0.00031, sin^2(phi1,chi) 0.0034
[d] remainder |r|^2/T 6.75e-06, Weyl bound 0.0042
[d] exact-state W: phi1 0.8320, phi2 0.6389, chi_opt 0.8350, u(Ebar) 0.8350
[d] loss phi1 0.0040 (law 0.0041); best 0.0004 (law 0.0004)
[d] raw-rho eigenvector W 0.8361, after phi2 -> phi2/20 0.8361
[d] sum w c1^2 0.6870, with alt phi2 0.7702
[d] mismatched ref W: phi1 0.8192, PAW chi 0.8334, best in span 0.8336
[pd] T 1.0025, Ebar -0.4378 Ha, Ebar-e1 0.0011 Ha, sigma 0.0716 Ha, N 3.607 Ha^-2
[pd] exact kernel lam1 0.9871, lam2 0.01535, lam3 9.00e-07
[pd] rho11 0.9912, rho12 -0.0237, rho22 0.0497; a2/a1 0.0190
[pd] PAW lam1 0.9867, lam2 0.01420, sin^2(phi1,chi) 0.0001
[pd] remainder |r|^2/T 7.08e-05, Weyl bound 0.0103
[pd] exact-state W: phi1 0.9871, phi2 0.7157, chi_opt 0.9871, u(Ebar) 0.9871
[pd] loss phi1 0.0154 (law 0.0185); best 0.0153 (law 0.0185)
[pd] raw-rho eigenvector W 0.9861, after phi2 -> phi2/20 0.3040
[pd] sum w c1^2 0.9912, with alt phi2 0.9799
[pd] mismatched ref W: phi1 0.9789, PAW chi 0.9850, best in span 0.9853
common vs separate radial functions: 0.9871 < 1.0011
[p] rel. error of laws, scale 0.04: 6.61e-03, 2.92e-03; 0.02: 3.32e-03, 1.46e-03
[pd] rel. error of laws, scale 0.04: 4.24e-03, 4.28e-03; 0.02: 2.08e-03, 2.10e-03
[pd] deficit lam1-W[u(Ebar)], ratio for scale 0.1 vs 0.05: 18.10
[p] W[phi1]/lam1 0.9339, W[chi_opt]/lam1 0.9997, Ebar-e1 -4.08 eV
[d] W[phi1]/lam1 0.9964, W[chi_opt]/lam1 1.0000, Ebar-e1 0.85 eV
[pd] W[phi1]/lam1 0.9999, W[chi_opt]/lam1 1.0000, Ebar-e1 0.03 eV
\end{verbatim}
